Formation energy of a neutral, stoichiometric vacancy set in ionic crystals

An oxide film is annealed in a chamber where the oxygen pressure can be changed, and its doping can be changed as well. Both settings alter the energy needed to make a charged vacancy. A gas poor in oxygen takes up oxygen atoms more readily, so oxygen vacancies become cheaper and metal vacancies dearer. Raising the Fermi level favours vacancies that hold extra electrons. No single number is therefore "the" formation energy of a charged vacancy in such a crystal. Is there a combination of vacancies whose energy belongs to the crystal alone?

**The quantity and its conditions**

Let one formula unit of the crystal contain νᵢ atoms of species i and have energy e_host. A perfect crystal of N formula units has energy E_bulk = N e_host. Surface energy is left out, energies refer to zero temperature and fixed volume, and host and vacancies are treated at the same level of theory.

A vacancy Vᵢ is a missing atom of species i. Its charge qᵢ is counted in units of +e, relative to the perfect crystal. Let E(Vᵢ,qᵢ) be the energy of the crystal with this one vacancy, with the electrostatic potential far from the vacancy aligned to that of the perfect crystal.

The set considered has νᵢ vacancies of each species, in fixed charge states, with

Σνᵢqᵢ = 0.

The vacancies are isolated: each is so far from the others that their interaction is negligible. The atoms exchanged with the surroundings have chemical potentials μᵢ. Electrons have chemical potential E_v + E_F, where E_v is the valence-band maximum and E_F is the Fermi level measured from it.

One more condition is needed. If the crystal is in equilibrium with the atomic reservoirs, taking νᵢ atoms of each species from them and adding one formula unit to the crystal costs nothing:

e_host − Σνᵢμᵢ = 0.

This equation defines a plane in the space of chemical potentials. Along it, μ_O can fall if the metal chemical potential rises to compensate. Independence of the chemical potentials means independence of position on this plane, within the range where no competing phase forms.

**First derivation: counting atoms and electrons**

To make one vacancy Vᵢ, an atom is moved from the crystal to its reservoir, whose energy rises by μᵢ. To give the vacancy charge qᵢ, qᵢ electrons are moved to the electron reservoir, whose energy rises by qᵢ(E_v + E_F). For negative qᵢ, electrons come from the reservoir and the same expression is negative for a positive electron energy. The formation energy is the total change:

E_f(Vᵢ) = E(Vᵢ,qᵢ) − E_bulk + μᵢ + qᵢ(E_v + E_F).

Multiply by νᵢ and sum over species:

S = Σνᵢ[E(Vᵢ,qᵢ) − E_bulk] + Σνᵢμᵢ + (E_v + E_F)Σνᵢqᵢ.

The last sum is zero by charge balance, so E_F disappears. Host equilibrium replaces the middle sum by e_host:

S = Σνᵢ[E(Vᵢ,qᵢ) − E_bulk] + e_host.

Every term on the right is an energy of the crystal, with or without a vacancy. Neither the separate μᵢ nor E_F remains.

The same counting shows that both balances are necessary. Take nᵢ vacancies of each species, with total charge Q. For small changes of the reservoirs,

dS = Σnᵢdμᵢ + Q dE_F, with Σνᵢdμᵢ = 0.

Since E_F can be varied alone, independence requires Q = 0. Next choose two species a and b, and set dμ_a = ν_b dt and dμ_b = −ν_a dt. This obeys the constraint, because ν_aν_b − ν_bν_a = 0. The sum changes by

dS = (n_aν_b − n_bν_a)dt,

which vanishes if n_a/ν_a = n_b/ν_b. Repeating this for all pairs gives nᵢ = kνᵢ with one common k. The set must contain vacancies in the proportions of the formula.

**Second derivation: rebuilding the removed formula unit**

Now make the whole set in one crystal that initially has N complete formula units. Let E_set be its energy afterwards, with the vacancies far apart. Because they do not interact, the cost of making them together equals the sum of their separate formation energies. The electron reservoir has no net gain, since the total charge is zero. Hence

S = E_set − N e_host + Σνᵢμᵢ.

The atoms now in the reservoirs are just enough for one formula unit. Return them to a growth site on the surface where adding a unit leaves the surface energy unchanged. The crystal gains e_host and the reservoirs lose Σνᵢμᵢ, so this second stage costs

e_host − Σνᵢμᵢ.

Adding the two stages gives the energy W of the complete process:

W = E_set − N e_host + Σνᵢμᵢ + e_host − Σνᵢμᵢ

W = E_set − (N − 1)e_host.

In the complete process, material has moved from the interior of the crystal to its surface, and no reservoir has changed. W therefore cannot depend on reservoir settings. At host equilibrium the second stage costs zero, so S = W.

This also gives S a direct meaning. It is the energy of a neutral crystal with N formula-unit sites and one complete vacancy set, minus the energy of the same atoms in a perfect crystal of N − 1 units.

**A fluorite oxide worked through**

Consider MO₂ with the set V_M(4−) + 2V_O(2+). Its charge is −4 + 2·2 = 0. The model has the fluorite structure and round parameters in the rough regime of hafnia: a lattice constant of 0.51 nm, a gap of 6.0 eV and a formation energy of −12 eV per MO₂.

Each anion has one orbital at 0 eV and each cation has one at 7.2 eV. The hopping energies are 0.8 eV between neighbouring M and O, and −0.2 eV between neighbouring O sites. Each cation supplies four electrons, which fill two anion orbitals. An oxygen vacancy keeps an orbital in its cavity, at 5.0 eV before hopping. The total energy is the sum over occupied electron levels minus 0.7 eV for each M–O contact. This contact energy stands in for the rest of the cohesion. The sites do not relax, and the model has no long-range Coulomb interaction.

Diagonalizing cells of 256 formula units gives

E(V_M,4−) − E_bulk = 6.735 eV
E(V_O,2+) − E_bulk = 3.052 eV
e_host = −6.776 eV, E_v = 1.200 eV.

In the oxygen-rich limit the model takes μ_O = −5.5 eV. Host equilibrium then fixes

μ_M = e_host − 2μ_O = −6.776 + 11.000 = 4.224 eV.

With E_F = 0, the separate formation energies are

E_f(V_M) = 6.735 + 4.224 − 4·1.200 = 6.159 eV
E_f(V_O) = 3.052 − 5.500 + 2·1.200 = −0.048 eV.

Their weighted sum is

S = 6.159 + 2(−0.048) = 6.063 eV.

Let Δμ_O be the oxygen chemical potential measured from its oxygen-rich limit. At Δμ_O = −6 eV, still with E_F = 0, the metal vacancy costs 18.159 eV and the oxygen vacancy −6.048 eV. The sum is again 18.159 − 12.096 = 6.063 eV. A negative formation energy means that this assumed Fermi level is not an equilibrium one: oxygen vacancies would form in large numbers and release electrons, which would raise E_F.

For these charge states the two reservoir variables act through one combination, x = Δμ_O + 2E_F. The oxygen vacancy energy changes by x. The metal vacancy energy changes by −2Δμ_O − 4E_F = −2x. The weighted sum changes by −2x + 2x = 0. This is why Δμ_O = −6 eV with E_F = 3 eV gives the same separate energies as Δμ_O = 0 with E_F = 0.

The second derivation can be tested without charged cells. One neutral cell containing all three vacancies, with each V_O 1.27 nm from V_M, gives W = 6.063 eV. The separate charged cells agree with it to better than 10⁻⁹ eV. Separate cells of side 1.53 nm instead of 2.04 nm change S by about 0.5 meV. The first comparison is between cells of equal size, so errors from the finite cell largely cancel and what remains is the interaction between the vacancies. In this insulating model that interaction dies off quickly with distance. Charged vacancies with Coulomb forces would not be expected to agree so closely.

When both oxygen vacancies are moved next to the metal vacancy, on opposite sides of it, the energy falls from 6.06 to 4.51 eV (to 4.56 eV if the two oxygen vacancies are nearest neighbours of each other). Far apart, the set breaks 8 + 4 + 4 = 16 contacts. Adjacent, it breaks 14, because two contacts would have joined pairs of atoms that are both missing. That accounts for 2·0.7 = 1.4 eV of the 1.55 eV binding energy, and the electron levels supply the remaining 0.15 eV. The adjacent set is still independent of the reservoirs, but its energy is no longer the sum of isolated formation energies.

**When the cancellation fails**

If μ_M is raised by 0.1 eV with μ_O held fixed, S rises by 0.1 eV. The reservoirs are then off the host-equilibrium plane, and the crystal would grow.

Changing the charge of the oxygen vacancies also matters. In the model their cavity level lies 3.317 eV above E_v. At Δμ_O = −2 eV and E_F = 0.5 eV, the lowest-energy oxygen vacancy is V_O(2+), and the sum is 6.06 eV. Above the cavity level it is V_O(0). If V_M stays in charge state 4−, the set now has total charge −4, and its energy falls by 4 eV for each eV of Fermi level. At E_F = 5.5 eV this gives

6.06 − 4(5.5 − 3.317) = −2.67 eV.

The theorem therefore concerns a named, balanced set of charge states. It does not cover a sum in which each vacancy is replaced by its most stable charge state.

Errors in calculated energies follow the same pattern. If E_v is wrong by δ for all the vacancies, each formation energy is wrong by qᵢδ, and the sum is wrong by δΣνᵢqᵢ = 0. Errors proportional to qᵢ² have one sign and add. In a cubic supercell of side L with static dielectric constant ε, the leading interaction of a point charge with its periodic images and the neutralizing background requires the correction

ΔE = αq²e²/(2εL), α = 2.837.

This is the Gaussian form, in which e² = 1.44 eV nm.

Here Σνᵢqᵢ² = 16 + 2·4 = 24. For ε = 20 and L = 2.04 nm, the correction to the sum is 1.20 eV. It does not apply to the present model, which has no Coulomb tails. In a charged-supercell calculation that includes them, leaving it out would give a sum that is independent of the reservoirs and still wrong.

**What remains fixed in an annealed crystal**

Let c_f be the number of formula units per volume. For dilute, isolated vacancies in equilibrium, with vibrational entropy neglected and one electronic state per vacancy,

[V_M] = c_f exp[−E_f(V_M)/kT]
[V_O] = 2c_f exp[−E_f(V_O)/kT].

The factor 2 counts the oxygen sites per formula unit. Multiplying the first concentration by the square of the second gives

[V_M][V_O]² = 4c_f³ exp(−S/kT).

At fixed temperature this product does not depend on oxygen potential or doping, although each concentration does. The brackets count V_M(4−) and V_O(2+) only. In the undoped model at 1300 K and Δμ_O = −5 eV, V_O(0) is about 100 times more numerous than V_O(2+), and a product formed with all oxygen vacancies is about 10⁴ times larger. If the vacancies alone set charge neutrality, 4[V_M] = 2[V_O], so [V_O] = 2[V_M]. Substitution gives 4[V_M]³ = 4c_f³ exp(−S/kT), and therefore

[V_M] = c_f exp(−S/3kT).

At 1300 K, kT = 0.1120 eV and c_f = 3.015 × 10²² cm⁻³. The formula gives [V_M] = 4.4 × 10¹⁴ cm⁻³. Solving for neutrality with electrons and holes included, at Δμ_O = −2.5 eV, gives the same value to two digits and [V_O] = 8.8 × 10¹⁴ cm⁻³.

Now add 10¹⁸ cm⁻³ of singly charged acceptors, with temperature and oxygen potential unchanged. Oxygen vacancies compensate them, so [V_O] rises to 5.0 × 10¹⁷ cm⁻³, a factor of about 570. The metal vacancies fall to 1.4 × 10⁹ cm⁻³, a factor of about 570². The product divided by 4c_f³ stays at 3.12 × 10⁻²⁴, the value obtained from the neutral cell through exp(−W/kT).

**Beside real hafnia**

The gap, the dielectric constant and the formation energy are of the right rough size for hafnia, but 6.06 eV is a property of the model and not a prediction for the material. Bulk hafnia at 1300 K is monoclinic, with two inequivalent oxygen sites, not fluorite. A continuum estimate of the lattice polarization around the three charges, with dielectric constants 4 and 20 and a cavity radius of 0.22 nm, is about 16 eV. That exceeds S itself, and the model leaves it out. The assumption of isolation may also fail in a real film. With ε = 20, adjacent V_M and V_O attract by about 2.6 eV. At 1300 K and the undoped concentrations above, this implies roughly 1500 bound pairs for each isolated metal vacancy. A macroscopic dielectric constant is doubtful at 0.22 nm, so that ratio is an indication of size. If it is even roughly right, the neutrality condition must include the pairs, and the individual concentrations found above for the undoped crystal will change greatly. On the same estimate, isolated oxygen vacancies become roughly 30 times more numerous and isolated metal vacancies several hundred times rarer, while most of the missing atoms belong to neutral groups of one V_M and two V_O, if groups with up to two metal vacancies are counted. The estimate cannot be carried to large groups: in an extended void the same point charges are bound by 6.57 eV per formula unit, which is more than S. The product law then applies to the isolated vacancies, not to the total numbers of missing atoms. Even for these it is approximate once Coulomb forces act: a Debye–Hückel estimate of screening with ε = 20 raises the product by a factor of roughly 3 at 10¹⁸ cm⁻³ of acceptors. An assumed formation entropy of 5k for the set would multiply the product by about 150. Finally, metal vacancies may stop equilibrating during cooling. With S held at 6.06 eV, the equilibrium product at 1000 K is about 10⁷ times smaller than at 1300 K, so a film that kept both vacancy concentrations from the higher temperature would exceed it by that factor.

**What each derivation assumes**

Both derivations need a stoichiometric set, zero total charge and host equilibrium, but they use these conditions differently. In the first, the vacancies may be calculated in separate crystals. Their charged energies need a common electrostatic reference, and host equilibrium removes the chemical potentials algebraically. Isolation enters when the sum is taken to describe vacancies in one real crystal.

In the second, W is defined for a neutral crystal without any reservoir, whether or not the surroundings are in equilibrium with it. Isolation is needed to identify the cost of the set with the sum of separate formation energies. Host equilibrium is needed to make the rebuilding stage free. Away from equilibrium the two quantities differ by

S − W = Σνᵢμᵢ − e_host,

which is the energy released when the reservoirs supply one more formula unit to the crystal. The numerical output below gives the individual energies and concentrations.

Table of computed values

```
INPUTS: levels M, O, cavity (eV): 7.2 0.0 5.0
hopping M-O, O-O; contact energy (eV): 0.8 -0.2 0.7
oxygen-rich mu_O; formation energy per MO2 (eV): -5.5 -12.0
lattice constant (nm); temperature (K): 0.51 1300.0
static and fast dielectric constants: 20.0 4.0
formula units in cell: 256; cell side: 2.04 nm
host energy per MO2: -6.77612 eV
valence-band maximum: 1.2000 eV; gap: 6.0000 eV
V_O cavity level above valence band: 3.3166 eV
E(V_M,4-) - E_bulk: 6.73503 eV
E(V_O,2+) - E_bulk: 3.05216 eV
dmu_O, E_F, E_f(V_M,4-), E_f(V_O,2+), sum S (all eV):
  0.0  0.0  6.1589  -0.0478  6.06323
  0.0  3.0  -5.8411  5.9522  6.06323
  -6.0  0.0  18.1589  -6.0478  6.06323
  -6.0  3.0  6.1589  -0.0478  6.06323
spread of S over 25 conditions: 1.8e-15 eV
S from one neutral cell, vacancies apart: 6.06323 eV
separate-cell S minus neutral-cell S: -7.05e-11 eV
M-O vacancy distance in that cell: 1.269 nm
S from smaller cells, side 1.53 nm: 6.06270 eV
energy with vacancies adjacent: 4.5088 eV
model binding energy: 1.5545 eV
V_M(4-)+2V_O(0): change per eV of E_F: -4.0000 eV
V_O(0) alone: change per eV of mu_O: 1.0000 eV
S change for mu_M 0.1 eV off plane: 0.1000 eV
switching charges, dmu_O=-2 eV, E_F=0.5 eV: 6.0632 eV
same, E_F=5.50 eV: -2.6705 eV
kT: 0.11203 eV; formula units: 3.015e+22 cm^-3
exp(-S/kT), neutral-cell S: 3.1214e-24
dmu_O(eV), acceptors(cm^-3), E_F(eV), V_M, V_O(cm^-3), product:
  -1.5 0e+00 1.7847 4.452e+14 8.769e+14 3.1214e-24
  -2.5 0e+00 2.2845 4.407e+14 8.813e+14 3.1214e-24
  -2.5 1e+18 1.9293 1.369e+09 5.000e+17 3.1214e-24
V_M if vacancies alone set neutrality: 4.407e+14 cm^-3
NEGLECTED OR ROUGHLY SIZED EFFECTS
  dmu_O=-1.5 eV, acceptors=0e+00 cm^-3: holes 2.7e+13, electrons 1.0e+04 cm^-3, V_O(+)/V_O(2+) 2.3e-06
  dmu_O=-2.5 eV, acceptors=0e+00 cm^-3: holes 3.2e+11, electrons 8.9e+05 cm^-3, V_O(+)/V_O(2+) 2.0e-04
  dmu_O=-2.5 eV, acceptors=1e+18 cm^-3: holes 7.5e+12, electrons 3.7e+04 cm^-3, V_O(+)/V_O(2+) 8.4e-06
cubic-cell image constant: 2.83730
q-squared image correction to S: 1.202 eV
lattice polarization, continuum estimate: 15.65 eV
adjacent V_M-V_O distance: 0.2208 nm
adjacent V_M-V_O Coulomb attraction: 2.608 eV
pairs per isolated V_M, dmu_O=-2.5, undoped: 1.51e+03
T times assumed entropy of 5 k_B: 0.560 eV
resulting factor on exp(-S/kT): 148.4
```
